# When Screened-Nuclear Spin-Orbit Factors Change Sign, and What a Cap Repairs: a numerical check

```python
"""Screened-nuclear spin-orbit factors and the sign of polarization terms.

Result under test: the factor 1 - Q(l)/Z turns negative when Q(l) > Z, but the
direct (Hartree) field of a neutral atom gives 1 - Qeff/Z >= 0, where
    Qeff = <N(r)/r^3> / <1/r^3>,   N(r) = number of electrons inside radius r.
Replacing Q by min(Q, Z) keeps all pair factors between 0 and 1.
Symbols: Z nuclear charge, l angular momentum, zeta spin-orbit constant,
J direct and K exchange parts of the two-electron spin-orbit mean field.
Atomic units inside; energies are printed in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
PREFACTOR_EV = 0.5 * const.fine_structure**2 * HARTREE_EV
LETTERS = "spdfg"
LOG_R = np.linspace(np.log(1e-5), np.log(60.0), 6000)
R = np.exp(LOG_R)


def rule_charge(l):
    return l * (l + 1) * (2 * l + 1) // 3


def integrate(values):
    """Radial integral over dr on the logarithmic grid."""
    return trapezoid(values * R, LOG_R)


def radial_data(mol, dm):
    """Basis functions on the z axis and enclosed electron number."""
    points = np.zeros((R.size, 3))
    points[:, 2] = R
    ao = mol.eval_gto("GTOval_sph", points)
    rho = np.einsum("pi,ij,pj->p", ao, dm, ao)
    enclosed = cumulative_trapezoid(4 * np.pi * R**3 * rho, LOG_R, initial=0)
    return ao, enclosed


def grid_charge(weight, enclosed):
    """Qeff for a squared radial function called weight."""
    return integrate(weight * enclosed / R) / integrate(weight / R)


def m_zero_index(mol, shell):
    l = mol.bas_angular(shell)
    return mol.ao_loc_nr()[shell] + (2 if l == 1 else l)


def bare_integrals(mol, origin):
    with mol.with_rinv_origin(origin):
        return mol.intor("int1e_prinvxp", comp=3)


def shell_mean_field(mol, dm, shell):
    """Direct and full two-electron spin-orbit blocks of one shell."""
    n, nao = mol.nbas, mol.nao_nr()
    d = 2 * mol.bas_angular(shell) + 1
    one, every = (shell, shell + 1), (0, n)

    def tensor(ranges, shape):
        cut = sum(ranges, ())
        out = mol.intor("int2e_p1vxp1", comp=3, shls_slice=cut)
        return out.reshape((3,) + shape)

    direct = np.einsum("yijkl,lk->yij",
                       tensor((one, one, every, every), (d, d, nao, nao)), dm)
    k1 = np.einsum("yijkl,jk->yil",
                   tensor((one, every, every, one), (d, nao, nao, d)), dm)
    k2 = np.einsum("yijkl,li->ykj",
                   tensor((every, one, one, every), (nao, d, d, nao)), dm)
    return direct, direct - 1.5 * k1 - 1.5 * k2


def proportionality(block, bare):
    """Ratio of two blocks; asserts that they are proportional."""
    ratio = np.sum(block * bare) / np.sum(bare * bare)
    assert np.max(abs(block - ratio * bare)) < 1e-4 * np.max(abs(bare))
    return ratio


# The rule's charges against an explicit count of spin orbitals with n <= l.
for l in range(5):
    count = sum(1 for n in range(1, l + 1) for k in range(n)
                for m in range(-k, k + 1) for spin in (0, 1))
    assert count == rule_charge(l)
print("Rule charge Q (electrons), s to g:", [rule_charge(l) for l in range(5)])

# Neutral atoms: occupied shells and polarization shells.
print("Atoms: spherical HF, def2-TZVP; exponent in bohr^-2, charges in e")
print("Factors and charges: raw=rule, cap=min(Q,Z), dir=Hartree, mf=mean field")
table = []
for symbol, top_l in (("H", 0), ("C", 1), ("O", 1), ("Fe", 2)):
    Z = gto.charge(symbol)
    mol = gto.M(atom=symbol + " 0 0 0", basis="def2-tzvp", spin=Z % 2,
                verbose=0)
    dm = np.array(scf.hf.init_guess_by_atom(mol))
    overlap = mol.intor("int1e_ovlp")
    assert abs(np.sum(dm * overlap) - Z) < 1e-6
    if Z > 1:
        fock = scf.hf.RHF(mol).get_fock(dm=dm)
        fds = fock @ dm @ overlap
        assert np.max(abs(fds - fds.T)) < 1e-3
    ao, enclosed = radial_data(mol, dm)
    assert abs(enclosed[-1] - Z) < 1e-3
    if symbol in ("C", "Fe"):
        index = [m_zero_index(mol, b) for b in range(mol.nbas)
                 if mol.bas_angular(b) == top_l]
        weight = np.einsum("pi,ij,pj->p", ao[:, index],
                           dm[np.ix_(index, index)], ao[:, index])
        q_occ = grid_charge(weight, enclosed)
        assert abs(q_occ - rule_charge(top_l)) < 0.5 * rule_charge(top_l)
        print(f"Occupied {symbol} {top_l + 1}{LETTERS[top_l]}: "
              f"rule Q = {rule_charge(top_l)} e, direct Qeff = {q_occ:.3f} e")
    bare_all = bare_integrals(mol, (0.0, 0.0, 0.0))
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        if l <= top_l:
            continue
        start = mol.ao_loc_nr()[shell]
        part = slice(start, start + 2 * l + 1)
        bare = bare_all[:, part, part]
        direct, full = shell_mean_field(mol, dm, shell)
        q_dir = proportionality(direct, bare)
        q_mf = proportionality(full, bare)
        weight = ao[:, m_zero_index(mol, shell)]**2
        inv_r3 = integrate(weight / R) / integrate(weight * R**2)
        assert abs(np.max(abs(bare[2])) - l * inv_r3) < 1e-4 * l * inv_r3
        assert abs(q_dir - grid_charge(weight, enclosed)) < 1e-3
        raw = 1 - rule_charge(l) / Z
        cap = 1 - min(rule_charge(l), Z) / Z
        assert raw < 0 <= cap and 0 < q_dir < Z
        table.append((symbol, Z, l, mol.bas_exp(shell)[0], inv_r3,
                      q_dir, q_mf, raw, cap))

print("shell  Z  exponent  Q  Q_dir  Q_mf | factor raw   cap    dir    mf")
for s, Z, l, a, inv_r3, qd, qm, raw, cap in table:
    print(f"{s:2s} {LETTERS[l]} {Z:4d} {a:8.4f} {rule_charge(l):4d} "
          f"{qd:7.3f} {qm:7.3f} | {raw:8.3f} {cap:6.3f} "
          f"{1 - qd / Z:7.3f} {1 - qm / Z:7.3f}")
print("shell exponent <r^-3>(bohr^-3) | zeta in eV: bare, raw, dir, mf")
for s, Z, l, a, inv_r3, qd, qm, raw, cap in table:
    unit = PREFACTOR_EV * Z * inv_r3
    print(f"{s:2s} {LETTERS[l]} {a:8.4f} {inv_r3:9.4f} | {unit:.3e} "
          f"{unit * raw:.3e} {unit * (1 - qd / Z):.3e} "
          f"{unit * (1 - qm / Z):.3e}")

# An anion breaks the condition that the electron number is at most Z.
anion = gto.M(atom="F 0 0 0", charge=-1, basis="def2-tzvp", verbose=0)
anion_scf = scf.RHF(anion).run()
assert anion_scf.converged
_, enclosed = radial_data(anion, np.array(anion_scf.make_rdm1()))
diffuse_exponent = 0.01
diffuse = R**4 * np.exp(-2 * diffuse_exponent * R**2)
q_anion = grid_charge(diffuse, enclosed)
assert 9 < q_anion <= 10 + 1e-3
print(f"F anion, Z = 9, d exponent {diffuse_exponent} bohr^-2: "
      f"Qeff = {q_anion:.3f} e, direct factor = {1 - q_anion / 9:.3f}")


def pair_factors(charges, momenta, capped):
    q = np.array([rule_charge(l) for l in momenta], dtype=float)
    if capped:
        q = np.minimum(q, charges)
    root = np.sqrt(q / charges)
    return 1 - np.outer(root, root)


pair_z, pair_l = np.array([6.0, 8.0]), [3, 1]
pair_raw = pair_factors(pair_z, pair_l, False)[0, 1]
pair_cap = pair_factors(pair_z, pair_l, True)[0, 1]
assert pair_raw < 0 < pair_cap
print(f"Pair C f with O p: raw factor {pair_raw:.4f}, capped {pair_cap:.4f}")

# Frozen-orbital splitting of a 1-pi hole in carbon monoxide.
bond = 1.13
mol = gto.M(atom=f"C 0 0 0; O 0 0 {bond}", basis="def2-svp", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
dm = np.array(mf.make_rdm1())
energies = mf.mo_energy[:mol.nelectron // 2]
pairs = np.where(np.diff(energies) < 1e-5)[0]
assert len(pairs) == 1
pi_a, pi_b = mf.mo_coeff[:, pairs[0]], mf.mo_coeff[:, pairs[0] + 1]
nuclear = sum(mol.atom_charge(i) * bare_integrals(mol, mol.atom_coord(i))[2]
              for i in range(mol.natm))
nao = mol.nao_nr()
two = mol.intor("int2e_p1vxp1", comp=3).reshape(3, nao, nao, nao, nao)[2]
direct = np.einsum("ijkl,lk->ij", two, dm)
exchange = (np.einsum("ijkl,jk->il", two, dm)
            + np.einsum("ijkl,li->kj", two, dm))
labels = mol.ao_labels(fmt=None)
ao_z = np.array([mol.atom_charge(x[0]) for x in labels], dtype=float)
ao_l = [LETTERS.index(x[2][-1]) for x in labels]
factor_raw = pair_factors(ao_z, ao_l, False)
factor_cap = pair_factors(ao_z, ao_l, True)
assert factor_raw.min() < 0
assert factor_cap.min() > -1e-12 and factor_cap.max() < 1 + 1e-12
orientation = np.sign(pi_a @ nuclear @ pi_b)


def splitting(matrix):
    return PREFACTOR_EV * orientation * (pi_a @ matrix @ pi_b)


results = {
    "bare nuclei": splitting(nuclear),
    "raw factors": splitting(nuclear * factor_raw),
    "capped factors": splitting(nuclear * factor_cap),
    "direct field": splitting(nuclear - direct),
    "mean field": splitting(nuclear - direct + 1.5 * exchange),
}
print(f"CO, bond {bond} angstrom, RHF/def2-SVP, 1-pi orbital energy "
      f"{energies[pairs[0]] * HARTREE_EV:.3f} eV")
for name, value in results.items():
    print(f"CO 1-pi hole splitting, {name}: {value:.6e} eV")
capped = results["capped factors"]
shift = results["raw factors"] - capped
assert 0 < capped < results["bare nuclei"]
assert abs(shift) < 0.05 * capped
assert abs(results["direct field"] - capped) < 0.3 * capped
print(f"CO raw minus capped: {shift:.3e} eV = {100 * shift / capped:.3f} %")
is_d = np.array(ao_l) == 2
for charge, name in ((6, "C"), (8, "O")):
    chosen = is_d & (ao_z == charge)
    block = nuclear * np.outer(chosen, chosen)
    print(f"CO {name} d-d block: bare {splitting(block):.3e} eV, "
          f"raw {splitting(block * factor_raw):.3e} eV")
print("PASS")
```

Running it gives:

```
Rule charge Q (electrons), s to g: [0, 2, 10, 28, 60]
Atoms: spherical HF, def2-TZVP; exponent in bohr^-2, charges in e
Factors and charges: raw=rule, cap=min(Q,Z), dir=Hartree, mf=mean field
Occupied C 2p: rule Q = 2 e, direct Qeff = 1.771 e
Occupied Fe 3d: rule Q = 10 e, direct Qeff = 9.824 e
shell  Z  exponent  Q  Q_dir  Q_mf | factor raw   cap    dir    mf
H  p    1   0.8000    2   0.189   0.456 |   -1.000  0.000   0.811   0.544
C  d    6   1.0970   10   2.597   3.096 |   -0.667  0.000   0.567   0.484
C  d    6   0.3180   10   3.987   5.261 |   -0.667  0.000   0.336   0.123
C  f    6   0.7610   28   3.476   4.070 |   -3.667  0.000   0.421   0.322
O  d    8   2.3140   10   2.918   3.597 |   -0.250  0.000   0.635   0.550
O  d    8   0.6450   10   5.013   6.865 |   -0.250  0.000   0.373   0.142
O  f    8   1.4280   28   4.403   5.332 |   -2.500  0.000   0.450   0.334
Fe f   26   1.5980   28  17.491  20.417 |   -0.077  0.000   0.327   0.215
shell exponent <r^-3>(bohr^-3) | zeta in eV: bare, raw, dir, mf
H  p   0.8000    1.5225 | 1.103e-03 -1.103e-03 8.947e-04 6.004e-04
C  d   1.0970    0.9779 | 4.251e-03 -2.834e-03 2.411e-03 2.057e-03
C  d   0.3180    0.1526 | 6.635e-04 -4.423e-04 2.226e-04 8.166e-05
C  f   0.7610    0.3229 | 1.403e-03 -5.146e-03 5.905e-04 4.514e-04
O  d   2.3140    2.9958 | 1.736e-02 -4.341e-03 1.103e-02 9.558e-03
O  d   0.6450    0.4409 | 2.555e-03 -6.388e-04 9.540e-04 3.626e-04
O  f   1.4280    0.8299 | 4.810e-03 -1.203e-02 2.163e-03 1.604e-03
Fe f   1.5980    0.9824 | 1.851e-02 -1.424e-03 6.056e-03 3.974e-03
F anion, Z = 9, d exponent 0.01 bohr^-2: Qeff = 9.988 e, direct factor = -0.110
Pair C f with O p: raw factor -0.0801, capped 0.5000
CO, bond 1.13 angstrom, RHF/def2-SVP, 1-pi orbital energy -17.475 eV
CO 1-pi hole splitting, bare nuclei: 2.050423e-02 eV
CO 1-pi hole splitting, raw factors: 1.509643e-02 eV
CO 1-pi hole splitting, capped factors: 1.514220e-02 eV
CO 1-pi hole splitting, direct field: 1.498373e-02 eV
CO 1-pi hole splitting, mean field: 1.230310e-02 eV
CO raw minus capped: -4.577e-05 eV = -0.302 %
CO C d-d block: bare 1.029e-05 eV, raw -6.863e-06 eV
CO O d-d block: bare 7.461e-06 eV, raw -1.865e-06 eV
PASS
```
